\section*{Needle optimisation of layer number and thickness in a thermophotovoltaic emitter}

\section{A film at its best thickness that still wants company}

A lossy metal at 1500 K carries one transparent film of refractive index 2.0. When the film is 127.75 nm thick, the slope of the design merit with respect to thickness is $-2\times10^{-10}$ per nm, zero for every practical purpose. Yet adding 1 nm of a second transparent material, of index 1.45, on the vacuum side raises the merit by $1.79\times10^{-4}$. A thickness optimiser has finished, and the stack can still be improved.

The optimiser varies only the coordinates it has been given, and the thickness of an absent film is not among them. The obvious repair is to insert a trial film, recompute the emission and repeat. With $N_z$ depths and $N_m$ materials this takes $N_zN_m$ further field solutions, and the answer depends on the trial width. What is needed is the derivative at zero width, for all depths and materials, from the fields of the existing stack.

\section{Fields and emissivity}

Let $z$ point from vacuum into the stack, which ends in an opaque half-space. The media are local, isotropic, linear and at one temperature. Fields vary as $\exp(-i\omega t)$, so absorption means $\operatorname{Im}\varepsilon>0$. Put $k_0=2\pi/\lambda$ and $s=\sin\theta$, with $\theta$ the angle in vacuum. The interfaces are smooth, so light is reflected specularly without change of polarisation. Reciprocity and the absence of transmission then make emissivity equal to absorptivity in each direction and polarisation:
\begin{equation}
e=1-|r|^2 .
\end{equation}

Let $E$ and $H$ be the tangential fields, with $H$ multiplied by the vacuum impedance. For p polarisation, $E=E_x$ and $H=H_y$, and Maxwell's equations read
\begin{equation}
E'-ik_0sE_z=ik_0H,\qquad H'=ik_0\varepsilon E,\qquad E_z=-\frac{sH}{\varepsilon}.
\end{equation}
Eliminating $E_z$ gives $E'=ik_0(1-s^2/\varepsilon)H$. For s polarisation, $E=E_y$ and $H=-H_x$. The normal magnetic field is $H_z=sE$, and its elimination gives $E'=ik_0H$ and $H'=ik_0(\varepsilon-s^2)E$. Both cases have the form
\begin{equation}
E'=ik_0\alpha H,\qquad H'=ik_0\beta E,
\end{equation}
with $\alpha=1$, $\beta=\varepsilon-s^2$ for s, and $\alpha=1-s^2/\varepsilon$, $\beta=\varepsilon$ for p.

A vacuum wave travelling inward has $H=Y_aE$, where $Y_a=\cos\theta$ for s and $1/\cos\theta$ for p. With unit incident amplitude the front fields are $E_0=1+r$ and $H_0=Y_a(1-r)$. Writing $Y=H/E$ and solving $Y_0=Y_a(1-r)/(1+r)$ for $r$ gives
\begin{equation}
r=\frac{Y_a-Y_0}{Y_a+Y_0},\qquad E_0=1+r=\frac{2Y_a}{Y_a+Y_0}.
\end{equation}

\section{The derivative at zero width}

The admittance $Y$ at any depth is fixed by what lies below it. From the field equations,
\begin{equation}
Y'=\frac{H'}{E}-\frac{HE'}{E^2}=ik_0(\beta-\alpha Y^2).
\end{equation}
Insert a film of material $m$ and width $\delta$, pushing the upper part of the stack outward. Below the film $Y$ is unchanged. Going up through the film is a step $-\delta$ in $z$, so to first order the admittance at its top changes by
\begin{equation}
\Delta Y=-ik_0\delta(\beta_m-\alpha_mY^2).
\end{equation}

This change must be carried to the front. Linearising the equation for $Y$ in the layers above gives $(\Delta Y)'=-2ik_0\alpha Y\Delta Y$, while $E'=ik_0\alpha YE$. Hence
\begin{equation}
(E^2\Delta Y)'=2EE'\Delta Y+E^2(\Delta Y)'=0 .
\end{equation}
The product is also continuous at interfaces, because $E$ and $H$ are. Therefore
\begin{equation}
\Delta Y_0=\frac{E^2\Delta Y}{E_0^2}
=-\frac{ik_0\delta}{E_0^2}\left(\beta_mE^2-\alpha_mH^2\right).
\end{equation}
The last form stays finite where $E=0$, although $Y$ does not, and holds there by continuity.

For the reflection amplitude,
\begin{equation}
\frac{dr}{dY_0}=\frac{-(Y_a+Y_0)-(Y_a-Y_0)}{(Y_a+Y_0)^2}
=-\frac{2Y_a}{(Y_a+Y_0)^2}=-\frac{E_0^2}{2Y_a},
\end{equation}
where the last step uses $E_0=2Y_a/(Y_a+Y_0)$. The factors $E_0^2$ cancel:
\begin{equation}
\frac{dr}{d\delta}=\frac{ik_0}{2Y_a}S_m,\qquad
S_m=\beta_mE^2-\alpha_mH^2 .
\end{equation}
Since $de=-2\operatorname{Re}(r^*dr)$ and $-\operatorname{Re}(iw)=\operatorname{Im}w$,
\begin{equation}
\boxed{\left.\frac{de}{d\delta}\right|_{0^+}
=\frac{k_0}{Y_a}\operatorname{Im}\left(r^*S_m\right)}
\label{needle}
\end{equation}
The squares in $S_m$ are complex squares, not intensities: the phase of the field at the needle decides whether the disturbance adds to the reflected wave or opposes it.

Two limits show what this means. If $r=0$, the derivative vanishes for every material, as it must at the maximum $e=1$. On a perfect mirror, $r=-1$, $E=0$ and $H=2Y_a$. Then $r^*S_m=4Y_a^2\alpha_m$, so an s-polarised wave gives no first-order absorption, even in a metal needle. For p polarisation,
\begin{equation}
\frac{de}{d\delta}=4k_0Y_a\operatorname{Im}\alpha_m
=\frac{4k_0s^2}{\cos\theta}\frac{\operatorname{Im}\varepsilon_m}{|\varepsilon_m|^2},
\end{equation}
which comes from the electric field normal to the mirror.

\section{Thickness slopes and replacement}

Inside a layer of host material $h$,
\begin{equation}
(\beta_hE^2-\alpha_hH^2)'
=2ik_0\alpha_h\beta_hEH-2ik_0\alpha_h\beta_hEH=0 .
\end{equation}
Inserting the host into itself therefore has the same effect at every depth: it thickens the layer. Equation (\ref{needle}) with $m=h$ is the ordinary thickness gradient.

This resolves the opening puzzle. At a thickness optimum the host derivative, summed over wavelength, angle and polarisation, is zero. A foreign needle has a different source,
\begin{equation}
S_m-S_h=(\varepsilon_m-\varepsilon_h)E^2
+s^2\left(\frac1{\varepsilon_m}-\frac1{\varepsilon_h}\right)H^2 ,
\label{replace}
\end{equation}
where the second term is present for p polarisation only. Its weighted sum need not vanish as well, and in general it does not.

Equation (\ref{replace}) also gives the effect of replacing host by needle at fixed total thickness. A tempting shortcut multiplies $\varepsilon_m-\varepsilon_h$ by the unperturbed field products, $E_x^2-E_z^2$ for p polarisation. With $E_z=-sH/\varepsilon_h$ its normal part is $-(\varepsilon_m-\varepsilon_h)s^2H^2/\varepsilon_h^2$, whereas the correct part is $-(\varepsilon_m-\varepsilon_h)s^2H^2/(\varepsilon_m\varepsilon_h)$. The shortcut is wrong by the factor $\varepsilon_m/\varepsilon_h$, because $\varepsilon E_z$, and not $E_z$, is continuous into a flat film.

The error was tested on a stack of 170 nm low-index film, 12 nm metal and 130 nm high-index film on the metal half-space. Metal replaced low-index material 62.9 nm below the front. Equation (\ref{replace}) gives a merit slope of $-0.1771$ per nm, and finite differences from a separate solution for all wave amplitudes give the same value. The shortcut gives $-0.6763$ per nm, 3.8 times too large. For insertions of all three materials at two depths in this stack, the largest difference between (\ref{needle}) and the finite differences was $2.2\times10^{-8}$ per nm.

\section{What the design is paid for}

Let $M_\lambda$ be the blackbody exitance and $\bar e$ the hemispherical emissivity,
\begin{equation}
\bar e=\int_0^1 2c\,\frac{e_s+e_p}{2}\,dc,\qquad c=\cos\theta .
\end{equation}
The radiated power is $P=\int M_\lambda\bar e\,d\lambda$. A cell of gap wavelength $\lambda_g$ is credited with the gap energy for each photon above the gap, so the useful power is $U=\int_{\lambda<\lambda_g}M_\lambda\bar e\,(\lambda/\lambda_g)\,d\lambda$. The view factor is one and the cell absorbs all arriving radiation. With a price $\mu$ on radiated heat, the merit is
\begin{equation}
J=\frac{U-\mu P}{B}=\frac{P(\eta-\mu)}{B},\qquad \eta=\frac UP .
\label{merit}
\end{equation}
The upper bound $B$ of $U-\mu P$ belongs to an ideal emitter with $\bar e=1$ for $\mu\lambda_g<\lambda<\lambda_g$ and zero elsewhere. Since $J$ is linear in $e$, its needle derivative is the same weighted integral of (\ref{needle}).

The example takes a gap of 0.70 eV, so $\lambda_g=1771$ nm, and $\mu=0.5$. The ideal window runs from 886 to 1771 nm and $B=1.695$ W/cm$^2$. Wavelengths from 500 nm to 30 $\mu$m are included. The transparent films have constant indices 1.45 and 2.0. With photon energy $w$ in eV, the metal has
\begin{equation}
\varepsilon=5-\frac{36}{w(w+0.2i)}+\frac{21.6}{1.44-w^2-iw}.
\end{equation}

\section{Letting the layer number change}

A positive needle derivative promises a gain for a sufficiently thin film, not for a useful one. The algorithm therefore uses it to choose a direction:
\begin{enumerate}
\item Optimise all thicknesses, using (\ref{needle}) with $m=h$ as gradient.
\item Evaluate the merit derivative at 11 depths in each layer for each foreign material, including the metal.
\item Split the host at the best place, insert the needle with zero thickness and optimise again. The merit is unchanged at the start, and the gradient of the new coordinate is the needle derivative, so no trial width is chosen.
\item Delete films thinner than 5 nm, merge equal neighbours, join metal touching the substrate to it, and re-optimise.
\item Accept the stack if $J$ has risen by more than $10^{-3}$. Otherwise try the next candidate, up to four.
\end{enumerate}
Step 4 can lower both the merit and the number of layers, which is why acceptance comes after it. Needles with slopes below $10^{-5}$ per nm are not tried.

For the single film, the best sampled needle is the low-index material at the vacuum face, with slope $1.84\times10^{-4}$ per nm. With the host held fixed, 1 nm gains $1.79\times10^{-4}$, 3\% below the linear prediction. At 5 nm the prediction is $9.22\times10^{-4}$ and the gain $7.74\times10^{-4}$, 16\% below. A parabola $g\delta-a\delta^2$ through the latter value has
\begin{equation}
a=\frac{(9.22-7.74)\times10^{-4}}{25}
=5.9\times10^{-6}\ \mathrm{nm}^{-2}
\end{equation}
and peaks at $g/2a\approx16$ nm with a gain of $g^2/4a\approx1.4\times10^{-3}$. Full optimisation instead gives 44 nm of low-index film on 112 nm of high-index film and a gain of $4.0\times10^{-3}$. The parabola is not at fault: with the host held at 127.75 nm, the best low-index film is about 15 nm thick and gains about $1.4\times10^{-3}$. The rest of the gain requires the host to thin from 128 to 112 nm while the new film grows.

The result, $J=-0.3625$, also exceeds the best value for one transparent film of either index up to 1000 nm. That value is the $-0.3665$ of the optimised starting film; a scan on a 5 nm grid peaks beside it, at 130 nm, with $-0.3667$. Growth then stops at two films. The largest sampled needle derivative is zero to rounding, and it belongs to the metal. It can be no lower when the candidates include the substrate material. At the substrate $H=(\beta/q)E$ with $q^2=\alpha\beta$, so $\beta E^2-\alpha H^2=\beta E^2(1-\alpha\beta/q^2)=0$: adding metal to a metal half-space changes nothing. Apart from the small thresholds on slope and gain, the stopping condition is therefore that no derivative is positive, not that all are negative.

This is a first-order, local condition on sampled depths. It doesn't exclude a metal film of finite thickness that loses merit at first and gains later, nor a better stack reached from another start. Finding those requires finite insertions or several starting designs.

\section{What the small gain bought}

The merit rose, but the efficiency did not. It is 0.379 before and after the insertion, while the radiated power falls from 5.145 to 5.091 W/cm$^2$. Equation (\ref{merit}) explains this:
\begin{equation}
\frac{5.145(0.3793-0.5)}{1.695}=-0.366,\qquad
\frac{5.091(0.3793-0.5)}{1.695}=-0.363 .
\end{equation}
When $\eta<\mu$, radiating less heat at unchanged efficiency raises $J$. A surface that emitted nothing would score zero and beat this design. The needle served the stated merit correctly; the price was too high for the efficiency reached here.

If efficiency is the aim, differentiate $\eta=U/P$:
\begin{equation}
\frac{d\eta}{d\delta}=\frac1P\left(\frac{dU}{d\delta}-\eta\frac{dP}{d\delta}\right).
\end{equation}
The bracket is the needle derivative of $U-\mu P$ with $\mu$ set to the current $\eta$. The same choice is safe for finite changes: the current stack then has $U-\mu P=0$, and any new stack with $U_1-\eta P_1>0$ and $P_1>0$ has $U_1/P_1>\eta$. The price should be reset after each accepted stack, with a lower limit on $U$ if the device must deliver a given power. That variant was not run here.

Most of the improvement came from the first film. The bare metal has $\eta=0.279$ and a mean emissivity, weighted by the blackbody spectrum, of 0.216 above the gap energy and 0.094 below it. The two-film stack has 0.446 and 0.112. It is a better emitter in the useful band, but far from the ideal window.

\section{Beside a real emitter}

The parameters are rough values in the regime of a tungsten emitter with oxide films facing a gallium antimonide cell. The model metal has a normal emissivity of 0.255 at 1000 nm; hot tungsten is nearer 0.3 to 0.4, so the model is on the low side. It is also low over the whole spectrum: its total hemispherical emissivity is 0.12, against about 0.19 for tungsten at 1500 K. The efficiencies given here therefore belong to the model metal and are not predictions for tungsten. The assumption that moves the efficiency most, among those sized, is the credit of the full gap energy per photon. A 300 K cell that absorbs every photon above its gap, loses carriers only by radiation and emits only from its front face delivers 1.34 W/cm$^2$ instead of 1.93 W/cm$^2$. This lowers the efficiency from 0.379 to 0.262, and a real cell has further losses.

With the thicknesses held fixed, 20\% more free-electron damping in the metal (0.24 instead of 0.2 eV) lowers $J$ by 0.092 and the efficiency to 0.362. An extinction coefficient of 0.5 in both films beyond 8 $\mu$m, standing in for oxide lattice absorption, lowers $J$ by about 0.01; the integration grid is too coarse at the 8 $\mu$m step to give a second digit. Both shifts exceed the 0.004 gained by the needle, but what matters for the choice of stack is how they differ between the one-film and two-film designs. The extra damping lowers both merits and leaves the two-film stack ahead by about 0.005. The film loss weighs more on the two-film stack and cancels most or all of the needle's gain. Thickness explains less than half of the difference: a single high-index film of the same total thickness, 156 nm, takes about 40\% of the extra loss. The rest comes with the low index of the added film, in line with the mirror limit, where $\operatorname{Im}\varepsilon/|\varepsilon|^2$ is 0.26 for the lossy low-index film and 0.11 for the high-index one. For real oxides the preference for two films is therefore not established, and infrared absorption belongs in the design model from the start. A finer integration grid shifts the final $J$ by 0.0004, about a tenth of the needle's gain. The one-film merit shifts by about as much, so the gain itself moves only from 0.0040 to 0.0041. The last digits quoted belong to the working grid: on the finer one the best single film is 127.9 nm thick, the first needle slope is $1.87\times10^{-4}$ per nm, the gain from 1 nm is $1.81\times10^{-4}$, the replacement and shortcut slopes are $-0.1773$ and $-0.679$ per nm, and the radiated powers rise by 0.003 to 0.005 W/cm$^2$. The temperature drop across the films is negligible, about 0.008 K for a conductivity of 1 W/(m K). Diffusion, roughness and break-up of the films at 1500 K are outside the model. The numerical output gives the remaining variations and the emissivity at selected wavelengths.

\section*{Computed results}
\begin{verbatim}
Emitter temperature 1500 K; gap 0.70 eV
Gap wavelength 1771.2 nm; heat price 0.5
Blackbody power 28.706 W/cm2
Merit bound 1.6950 W/cm2
Largest derivative error 2.2e-08 per nm
Metal replacement: formula -0.177092 per nm
  finite difference -0.177092 per nm
  naive normal field -0.676295 per nm
Best single film on 5 nm grid: high, 130 nm, merit -0.36667
Seed: high film 127.75 nm, merit -0.36651
Seed thickness slope -2.2e-10 per nm
First needle: low, depth 0.00 nm, slope 0.000184 per nm
  width 0.1 nm: linear 0.000018, true 0.000018
  width 1.0 nm: linear 0.000184, true 0.000179
  width 5.0 nm: linear 0.000922, true 0.000774
Accepted needle / slope per nm / films / merit / efficiency
  low   0.000184  2 -0.36251 0.3793
Stop: no tried needle gave the required gain; merit evaluations 422
Remaining best needle: metal, -1.50e-18 per nm
Largest final thickness slope 2.4e-10 per nm
Final films from vacuum to substrate, thickness in nm:
  low 44.07, high 111.59
Total film thickness 155.66 nm
Design / merit / efficiency / power W/cm2 / e in band / e outside
  bare: -0.43895 0.2792 3.369 0.2158 0.0936
  seed: -0.36651 0.3793 5.145 0.4506 0.1134
  final: -0.36251 0.3793 5.091 0.4462 0.1121
  fine grid: -0.36287 0.3792 5.092 0.4463 0.1122
Normal emissivity: wavelength nm / bare / final
  1000 0.2550 0.5342
  1500 0.1867 0.4930
  2000 0.1097 0.2197
  3000 0.0756 0.1047
  5000 0.0641 0.0721
Neglected effect / merit / efficiency
  film extinction 0.5 beyond 8 um: -0.37127 0.3771
  metal damping +20%: -0.45450 0.3617
  surface scattering in metal films: -0.36251 0.3793
  all thicknesses +2%: -0.36271 0.3804
  high index +0.05: -0.36035 0.3834
Extra thin-metal damping 0.0000 eV
Film temperature drop at 1 W/(m K): 0.0079 K
Useful power at full gap energy 1.9308 W/cm2
Radiative cell at 300 K: open voltage 0.5873 V
  power 1.3360 W/cm2, efficiency 0.2624
\end{verbatim}
